Poiseuille and Casimir limits of phonon heat flow in a cylinder

**Problem.** A long solid cylinder of radius R carries heat along its axis z. Its phonons are gray: all have the same speed v and the same mean free path Λ between normal collisions, which conserve crystal momentum. There is no resistive scattering in the bulk. The wall is diffuse: phonons leave it with an isotropic equilibrium distribution at the local temperature. The heat capacity per volume is C, and the temperature gradient G = −dT/dz is small and uniform.

Two limiting laws are available. The Casimir conductivity κ_C holds when collisions in the bulk are negligible. The Poiseuille conductivity κ_P holds when Λ ≪ R, with the heat flux set to zero at the wall. Extrapolate both laws to every radius. Above what value of R/Λ is κ_P larger than κ_C? Is this also where the actual conductivity passes κ_C?

**A tempting solution**

Without collisions the diameter acts as the mean free path, so

κ_C = (1/3) C v (2R) = (2/3) C v R.

With frequent normal collisions, the heat flux q behaves like the velocity of a viscous fluid. The crystal momentum density is q/v², and the gradient drives it at the rate CG/3 per volume. A random walk with speed v and free path Λ has diffusivity vΛ/3. Taking this as the diffusivity of momentum gives

(vΛ/3) ∇²q + v²CG/3 = 0, so ∇²q = −CvG/Λ.

A parabola that vanishes at r = R has the area average R²/8 times the constant on the right, with its sign reversed. Hence κ = CvR²/(8Λ), its ratio to κ_C is 3R/(16Λ), and the crossing would lie at R/Λ = 16/3 ≈ 5.33.

**Where it fails**

The diffusivity vΛ/3 comes from the average of n_r² over all directions n, where n_r is the radial component. That is right for a quantity carried equally by phonons of every direction. Axial momentum is not such a quantity. Phonons that move at small angles to z carry more of it than the others, and they make less radial progress between collisions. The average must be weighted with 3n_z², whose own average is one. With μ = n_z, and n_r² averaging to (1 − μ²)/2 over azimuth,

⟨n_r² n_z²⟩ = (1/2)(⟨μ²⟩ − ⟨μ⁴⟩) = (1/2)(1/3 − 1/5) = 1/15.

The momentum diffusivity is therefore 3vΛ/15 = vΛ/5, not vΛ/3. The derivation below shows where the weight 3n_z² comes from.

**The kinetic equation**

Normal collisions drive the phonons towards a Bose distribution with drift velocity u, in which ħω is replaced by ħω − ħk·u. For small u the occupation N changes by

δN = ħk·u (−∂N/∂(ħω)).

Here k = ωn/v. Since N depends on ħω/(k_B T) alone, −ħω ∂N/∂(ħω) = T ∂N/∂T, and so δN = (n·u/v) T ∂N/∂T. Multiplying by ħω and summing over frequencies and branches gives the excess energy per volume and solid angle, CT(n·u)/(4πv). Its heat flux is q = CTu/3, because ⟨n_z²⟩ = 1/3. The excess is therefore 3n·q/(4πv).

A phonon of energy ħω has momentum ħω/v, while its contribution to the heat flux is ħωv. The momentum density is thus q/v² for any distribution. Conservation of momentum then requires the drifted distribution to carry the same q as the actual one.

Write the actual excess over local equilibrium as φ/(4π). The local equilibrium itself varies along z and contributes −CG n_z to the streaming term. In the steady state

n·∇φ − CG n_z = −(φ − 3n_z q/v)/Λ,

q = v⟨n_z φ⟩,

with φ = 0 for phonons leaving the wall. The source and the wall condition make φ odd in n_z. There is then no excess energy density and no net heat flow into the wall, so energy is conserved.

**The Casimir law**

Drop the collision term. Then φ = CG n_z s, where s is the distance back along the path to the wall, and q = CvG⟨n_z² s⟩. If θ is the angle to the axis and ℓ the distance projected on the cross-section, s = ℓ/sin θ. The polar average is

(1/2)∫₀^π (cos²θ/sin θ) sin θ dθ = π/4.

For the average of ℓ, fix the in-plane direction and divide the disk into parallel chords of length c = 2√(R² − b²), where b is the distance from the centre. Along one chord ℓ runs from 0 to c and integrates to c²/2, so

⟨ℓ⟩ = (1/(πR²)) ∫ from −R to R of 2(R² − b²) db = 8R/(3π).

The product is (π/4)(8R/(3π)) = 2R/3. This confirms κ_C = (2/3)CvR.

**The Poiseuille law**

Multiply the kinetic equation by n_z and average over directions. The collision term vanishes, since ⟨n_z φ⟩ = q/v and 3⟨n_z²⟩q/v = q/v. What remains is the momentum balance

(1/r) d(r M)/dr = CG/3, M = ⟨n_r n_z φ⟩.

For Λ ≪ R, φ is close to 3n_z q/v. Inserting this in the streaming term gives

φ ≈ 3n_z q/v + ΛCG n_z − (3Λ/v) n_r n_z dq/dr.

The first two terms are even in n_r and do not contribute to M. The third gives

M = −(3Λ/v)(1/15) dq/dr = −(Λ/(5v)) dq/dr.

The balance becomes

(1/r) d(r dq/dr)/dr = −5CvG/(3Λ).

Integrating once gives r dq/dr = −5CvG r²/(6Λ); the constant is zero because q is regular on the axis. Integrating again with q(R) = 0,

q(r) = 5CvG(R² − r²)/(12Λ).

The area average of R² − r² is R²/2, so

κ_P = (5/24) C v R²/Λ.

Dividing the two laws,

κ_P/κ_C = (5/24)(3/2) R/Λ = (5/16) R/Λ.

The extrapolated Poiseuille law is larger when R/Λ > 16/5 = 3.2.

**What the crossing does not say**

The parabola is a better solution than its derivation suggests. Continue the iteration by one more order, which adds (3Λ²/v) n_z (n·∇)²q to φ. For a quadratic q the series ends there. The condition ⟨n_z φ⟩ = q/v then requires

ΛCG/3 + (3Λ²/v)(1/15)∇²q = 0,

which is the same equation for q. A parabola plus any constant therefore solves the kinetic equation away from the wall. The error lies in the condition q(R) = 0.

Phonons that reach the wall come from about one mean free path inside, where there is drift. The flux at the wall is thus not zero. Within about one free path of the wall q also departs from the parabola, but this thin layer changes the area average only at the next order in Λ/R. What counts here is the value that the interior parabola takes when it is extrapolated to r = R. At leading order in Λ/R this value is proportional to Λ|dq/dr|. Call the factor ζ. From the parabola, |dq/dr| at the wall is 5CvGR/(6Λ), so slip adds (5ζ/6)CvR to the conductivity. Relative to κ_C this is 5ζ/4, independent of R. Slip is a small correction to κ_P in a wide cylinder, but it is as large as κ_C itself in order of magnitude.

To find its size, integrate the kinetic equation along straight paths:

φ = n_z ∫₀^s exp(−s′/Λ) [CG + 3q/(vΛ)] ds′,

with q taken at distance s′ back along the path. Together with q = v⟨n_z φ⟩ this is a closed equation for q(r). Its numerical solution gives:

- R/Λ = 1: κ_P/κ_C = 0.312, actual κ/κ_C = 1.124
- R/Λ = 3.2: κ_P/κ_C = 1.000, actual κ/κ_C = 1.765
- R/Λ = 10: κ_P/κ_C = 3.125, actual κ/κ_C = 3.866
- R/Λ = 40: κ_P/κ_C = 12.500, actual κ/κ_C = 13.230

The part of the conductivity quadratic in R, obtained from R/Λ = 10, 20 and 40, has the coefficient 0.20831, against 5/24 = 0.20833. The slip addition to κ/κ_C tends to about 0.73, which means ζ ≈ 0.58.

The answer to the second question is therefore no. The actual conductivity passes κ_C at R/Λ = 0.496, well below 3.2. Below that radius it lies slightly under κ_C, with a minimum of 0.947 κ_C at R/Λ = 0.135.

The dip comes from long flights in directions nearly parallel to the axis. For R ≪ Λ, expanding the exponential gives a loss of flux CvG⟨n_z² s²⟩/(2Λ). Its polar integral, (1/2)∫cos²θ/sin θ dθ, diverges logarithmically at small angles and is cut off where s reaches Λ. Relative to κ_C the loss is then of order (R/Λ) ln(Λ/R). The momentum returned by the drift term gives a gain of order R/Λ, without the logarithm. In a sufficiently thin cylinder the loss wins.

**A rod in the regime of bismuth**

Take T = 3.0 K, v = 1.3 km/s, Λ = 0.30 mm and R = 1.50 mm. These are rough values in the regime of a pure bismuth crystal, not measured data. Three equal branches without dispersion give

C = (2π²/5) k_B (k_B T/(ħv))³ = 1503 J/(m³ K).

The limiting laws cross at 3.2 × 0.30 mm = 0.96 mm. For the chosen rod,

κ_C = (2/3)(1503)(1300)(1.50 × 10⁻³) = 1954 W/(m K),

κ_P = (5/16)(5.00) κ_C = 1.5625 κ_C = 3053 W/(m K).

The tempting solution would have given 3 × 5/16 = 0.94 for this ratio, and so the wrong order of the two laws. The kinetic equation, which includes slip, gives 4524 W/(m K).

Natural bismuth consists essentially of a single isotope, which removes one source of resistive scattering. Defects, umklapp collisions and charge carriers remain, so a real crystal breaks the assumption of no bulk resistance. With an assumed resistive mean free path Λ_R = 30 mm, the kinetic value falls by 20.7 % to 3587 W/(m K), or 35.9 W/(cm K). The size of this effect can be judged by comparing the resistive momentum loss q/(vΛ_R) with the viscous loss. For the no-slip parabola their ratio is 5R²/(8ΛΛ_R), here 0.16. Slip raises the mean flux by the factor 4524/3053 and the ratio with it, to 0.23, which is comparable to the computed fall. A wide rod thus needs Λ_R ≫ R²/Λ, and not merely Λ_R ≫ R, for the Poiseuille law to hold.

The branches also differ in speed. Let them share Λ and the drift u. The excess of branch i is then C_i T u n_z/v_i in place of 3n_z q/v, and the same momentum balance, summed over branches, gives

κ_P = (5/24)(ΣC_i)² R²/(Λ ΣC_i/v_i), κ_C = (2/3) R ΣC_i v_i.

The threshold becomes 3.2 (ΣC_i v_i)(ΣC_i/v_i)/(ΣC_i)², which by the Cauchy–Schwarz inequality is never below 3.2. For rough speeds of 1.2, 1.2 and 2.1 km/s, with C_i proportional to 1/v_i³, it is 3.28.

Two other effects, dispersion and the finite drift speed, change the result little. In a model with one atom per cell, a typical thermal wave number 4k_BT/(ħv) is about a tenth of the zone radius k_m. A sine-shaped dispersion curve multiplies the group speed by cos(πk/(2k_m)), which is a reduction of about 1.3 % at this wave number. Shorter waves are slowed more, and the average weighted with the heat capacity is a reduction of about 2.4 %. Bismuth has two atoms per primitive cell, hence a smaller zone, and the same estimate then gives about 4 %. The heat capacity rises at the same time. At fixed Λ both limiting laws therefore increase by less than 3 %, and by so nearly the same factor that the threshold stays at 3.2. At a gradient of 0.10 K/cm the drift speed is 2.3 % of v on average over the cross-section and about 3.9 % on the axis. The relative correction to the linear relation between flux and drift is of second order in this ratio, so the linear treatment is reasonable. A mean free path that depends on frequency, partly specular walls and the direction dependence of the sound speeds are not sized here. The first makes a single ratio R/Λ ambiguous, so for a real crystal the number 3.2 is a guide to scale. The remaining computed values are in the numerical output.

Calculated quantities

```
Casimir coefficient k/(C v R): 0.666667
Poiseuille coefficient k L_N/(C v R^2): 0.208333
limiting-law crossing R/L_N: 3.2000
kinetic quadratic coefficient: 0.20831
kinetic/Casimir at R/L_N=0.0001: 0.99948
large-radius slip addition to k/k_C: 0.728
minimum: R/L_N=0.135, k/k_C=0.9470
actual crossing R/L_N: 0.496
R/L_N=0.1: no-slip/k_C=0.031, kinetic/k_C=0.948
R/L_N=1: no-slip/k_C=0.312, kinetic/k_C=1.124
R/L_N=3.2: no-slip/k_C=1.000, kinetic/k_C=1.765
R/L_N=10: no-slip/k_C=3.125, kinetic/k_C=3.866
R/L_N=40: no-slip/k_C=12.500, kinetic/k_C=13.230
basis+mesh shift at R/L_N=0.04: 0.00000 %
basis+mesh shift at R/L_N=3.2: 0.00022 %
basis+mesh shift at R/L_N=5: 0.00045 %
basis+mesh shift at R/L_N=40: 0.00379 %
temperature: 3.0 K; phonon speed: 1.3 km/s
normal mean free path: 0.30 mm
rod radius: 1.50 mm; R/L_N: 5.00
heat capacity: 1503.1 J/(m^3 K)
limiting-law crossing radius: 0.960 mm
Casimir conductivity: 1954.1 W/(m K)
no-slip conductivity: 3053.2 W/(m K)
no-slip/Casimir in example: 1.5625
kinetic conductivity: 4524.1 W/(m K)
assumed resistive mean free path: 30.0 mm
kinetic value with resistance: 3587.0 W/(m K)
reduction by resistance: 20.7 %
branch speeds: [1.2 1.2 2.1] km/s
threshold with these speeds: 3.280 L_N
assumed atom density: 2.80e+28 m^-3
typical wave number/zone radius: 0.102
dispersion speed reduction: 1.28 %
temperature gradient: 0.10 K/cm
drift speed/phonon speed: 2.32 %
```
